**Soret separation in a closed, motionless melt column**

The steady mass fractions at the cold and hot ends obey c_cold/c_hot = exp(SΔT), where S is the constant Soret coefficient and ΔT the end-to-end temperature difference. For S = 0.002 per K and ΔT = 100 K the ratio is 1.2214. The program evolves a uniform melt with a finite-volume model and asserts this ratio for a linear temperature profile and for a non-monotone one with variable diffusivity. It also asserts the end compositions, the slowest relaxation rate, the approach to the steady state, and the formulas for finite dilution and for a Soret coefficient falling as 1/T². The formula for convection in a slot is compared with an eigenvalue solution of the two-dimensional transport equation at sideways temperature differences of 0.1 K and 1 K. The output shows a relaxation time of 5.62 h for a 2 cm column. Convection lowers the ratio to about 1.20 at 0.1 K and to about 1.03 at 1 K.

## Program and output

```python
"""
Result under test: in a closed, motionless, dilute melt column with constant
Soret coefficient S, the steady mass fractions at the ends obey
    c_cold / c_hot = exp(S * dT),   dT = T_hot - T_cold.
Flux: J = -rho*D*(dc/dz + S*c*dT/dz); S > 0 sends solute to the cold end.
D: solute diffusivity, L: column height, h: slot width, G = dT/L.
The program also tests the relaxation time and the size of neglected effects:
finite dilution, variable S, density change and residual slot convection.
Lengths are in cm, times in s unless a printed label says otherwise.
"""
import numpy as np
from scipy import constants
from scipy.integrate import solve_ivp
from scipy.linalg import eigvals, expm

# Set by the exercise
soret = 0.002              # 1/K
delta_T = 100.0            # K

# Rough typical values for a dilute alloy of liquid tin
T_cold = 523.0             # K
T_hot = T_cold + delta_T
length = 2.0               # cm
width = 0.1                # cm
diffusivity = 2.0e-5       # cm2/s
viscosity = 2.5e-3         # cm2/s, kinematic
heat_diffusivity = 0.18    # cm2/s
expansion = 1.0e-4         # 1/K
solute_density_coeff = 0.3 # relative density change per unit mass fraction
mean_ppm = 100.0           # mass ppm
side_dT = 0.1              # K, sideways difference across the slot
gravity = constants.g * 100.0  # cm/s2


def transport_matrix(temperature, diff_face, soret_face):
    """Finite-volume operator on [0, 1] with closed ends: dc/dt = A c."""
    n = len(temperature)
    step = 1.0 / (n - 1)
    drive = soret_face * np.diff(temperature)
    flux = np.zeros((n - 1, n))
    rows = np.arange(n - 1)
    flux[rows, rows] = diff_face * (1.0 - drive / 2.0) / step
    flux[rows, rows + 1] = -diff_face * (1.0 + drive / 2.0) / step
    volume = np.full(n, step)
    volume[[0, -1]] = step / 2.0
    matrix = np.zeros((n, n))
    matrix[1:] += flux
    matrix[:-1] -= flux
    return matrix / volume[:, None]


# Ideal steady state and its end compositions
exponent = soret * delta_T
ratio = np.exp(exponent)
cold_ppm = mean_ppm * exponent / (1.0 - np.exp(-exponent))
hot_ppm = mean_ppm * exponent / (np.exp(exponent) - 1.0)

nodes = 201
s = np.linspace(0.0, 1.0, nodes)
ones_face = np.ones(nodes - 1)
T_linear = T_cold + delta_T * s
A_linear = transport_matrix(T_linear, ones_face, soret)
uniform = np.ones(nodes)
steady = expm(3.0 * A_linear) @ uniform
assert abs(steady[0] / steady[-1] / ratio - 1.0) < 1e-5
assert abs(steady[0] * mean_ppm / cold_ppm - 1.0) < 1e-4
assert abs(steady[-1] * mean_ppm / hot_ppm - 1.0) < 1e-4

# Non-monotone temperature and variable diffusivity: same end ratio
T_wavy = T_linear + 0.5 * delta_T * np.sin(2.0 * np.pi * s)
T_face = (T_wavy[1:] + T_wavy[:-1]) / 2.0
A_wavy = transport_matrix(T_wavy, (T_face / T_cold) ** 2, soret)
steady_wavy = expm(4.0 * A_wavy) @ uniform
ratio_wavy = steady_wavy[0] / steady_wavy[-1]
assert np.min(np.diff(T_wavy)) < 0.0
assert abs(ratio_wavy / ratio - 1.0) < 1e-5

# Slowest relaxation and approach from a uniform melt
gradient = delta_T / length
rate = diffusivity * ((np.pi / length) ** 2 + (soret * gradient) ** 2 / 4.0)
tau = 1.0 / rate
decay = np.sort(-eigvals(A_linear).real)
rate_numeric = decay[1] * diffusivity / length**2
assert abs(rate_numeric / rate - 1.0) < 1e-4
ratios_in_time = {}
for multiple in (1, 3, 5):
    scaled_time = multiple * tau * diffusivity / length**2
    profile = expm(scaled_time * A_linear) @ uniform
    ratios_in_time[multiple] = profile[0] / profile[-1]
    missing = 1.0 - np.log(ratios_in_time[multiple]) / exponent
    predicted = 8.0 / np.pi**2 * np.exp(-multiple)
    assert abs(missing / predicted - 1.0) < 0.02


# Finite dilution: Soret term proportional to c*(1-c)
def finite_ratio(c_hot):
    return ratio / (1.0 + c_hot * (ratio - 1.0))


c_test = 0.1
path = solve_ivp(lambda T, c: -soret * c * (1.0 - c), (T_hot, T_cold),
                 [c_test], rtol=1e-10, atol=1e-13)
assert abs(path.y[0, -1] / c_test / finite_ratio(c_test) - 1.0) < 1e-7
dilution_shift = finite_ratio(hot_ppm * 1e-6) / ratio - 1.0

# Soret coefficient falling as 1/T^2 from its cold-end value
ratio_variable = np.exp(soret * delta_T * T_cold / T_hot)
T_mid = (T_linear[1:] + T_linear[:-1]) / 2.0
A_variable = transport_matrix(T_linear, ones_face,
                              soret * (T_cold / T_mid) ** 2)
steady_variable = expm(3.0 * A_variable) @ uniform
ratio_variable_num = steady_variable[0] / steady_variable[-1]
assert abs(ratio_variable_num / ratio_variable - 1.0) < 1e-5

# Mass per volume instead of mass fraction
ratio_volume = ratio * np.exp(expansion * delta_T)


# Residual convection in a vertical slot, hot end up
def flow_number(side):
    return gravity * expansion * side * width**3 / (viscosity * diffusivity)


def slot_slope(side):
    """Minus d(ln c)/dz in 1/cm from the cross-sectional average."""
    p = flow_number(side)
    drive = gradient + p * side / (720.0 * width)
    return soret * drive / (1.0 + p**2 / 362880.0)


m = 101
xi = np.linspace(-0.5, 0.5, m)
dxi = xi[1] - xi[0]
second = (np.diag(-2.0 * np.ones(m - 2)) + np.diag(np.ones(m - 3), 1)
          + np.diag(np.ones(m - 3), -1)) / dxi**2
velocity = np.zeros(m)     # in units of g*beta*side_dT*h^2/nu
velocity[1:-1] = np.linalg.solve(second, -xi[1:-1])
assert np.max(np.abs(velocity - (xi / 24.0 - xi**3 / 6.0))) < 1e-10


def slot_slope_numeric(side):
    """Solve c = exp(-k z)*phi(x) for the smallest nonzero k."""
    cross = transport_matrix(side * xi, np.ones(m - 1), soret)
    linear = np.diag(flow_number(side) * velocity
                     - soret * gradient * width)
    companion = np.block([[np.zeros((m, m)), np.eye(m)],
                          [-cross, -linear]])
    roots = eigvals(companion)
    root = roots[np.argsort(np.abs(roots))[1]]
    assert abs(root.imag) < 1e-6 * abs(root.real)
    return root.real / width


slopes_numeric = {}
for side in (side_dT, 10.0 * side_dT):
    slopes_numeric[side] = slot_slope_numeric(side)
    assert abs(slopes_numeric[side] / slot_slope(side) - 1.0) < 2e-3
ratio_slot = np.exp(slot_slope(side_dT) * length)
ratio_slot_strong = np.exp(slot_slope(10.0 * side_dT) * length)
P = flow_number(side_dT)
speed_unit = gravity * expansion * side_dT * width**2 / viscosity
max_speed = speed_unit * np.max(velocity) * 1e4  # micrometre/s

# Stratification along the slot changes the sideways buoyancy by Ra/720
plain = transport_matrix(np.zeros(m), np.ones(m - 1), 0.0)
response = np.linalg.lstsq(plain, velocity, rcond=None)[0]
assert abs(abs(response[-1] - response[0]) * 720.0 - 1.0) < 5e-3
solute_gradient = (cold_ppm - hot_ppm) * 1e-6 / length
Ra_solute = (gravity * solute_density_coeff * solute_gradient * width**4
             / (viscosity * diffusivity))
Ra_heat = (gravity * expansion * gradient * width**4
           / (viscosity * heat_diffusivity))

print(f"Soret coefficient: {soret:.4f} 1/K")
print(f"End-to-end temperature difference: {delta_T:.0f} K")
print(f"Cold and hot end temperatures: {T_cold:.0f}, {T_hot:.0f} K")
print(f"Column height: {length:.1f} cm")
print(f"Slot width: {width:.2f} cm")
print(f"Temperature gradient: {gradient:.1f} K/cm")
print(f"Solute diffusivity: {diffusivity:.1e} cm2/s")
print(f"Kinematic viscosity: {viscosity:.1e} cm2/s")
print(f"Heat diffusivity: {heat_diffusivity:.2f} cm2/s")
print(f"Thermal expansion coefficient: {expansion:.1e} 1/K")
print(f"Solute density coefficient: {solute_density_coeff:.1f} (no unit)")
print(f"Gravity: {gravity:.1f} cm/s2")
print(f"Mean solute mass fraction: {mean_ppm:.1f} ppm")
print(f"S times temperature difference: {exponent:.3f} (no unit)")
print(f"Steady end ratio, formula: {ratio:.4f} (no unit)")
print(f"Steady end ratio, evolved: {steady[0]/steady[-1]:.4f} (no unit)")
print(f"Same, wavy temperature and variable D: {ratio_wavy:.4f} (no unit)")
print(f"Linear estimate of ratio: {1.0+exponent:.4f} (no unit)")
print(f"Cold-end mass fraction: {cold_ppm:.2f} ppm")
print(f"Hot-end mass fraction: {hot_ppm:.2f} ppm")
print(f"Slowest relaxation time: {tau/3600.0:.2f} h")
for multiple, value in ratios_in_time.items():
    print(f"Ratio after {multiple} relaxation times: {value:.4f} (no unit)")
print(f"Finite-dilution shift of ratio: {100*dilution_shift:.4f} percent")
print(f"Ratio if hot-end fraction is {c_test:.1f}: "
      f"{finite_ratio(c_test):.4f} (no unit)")
print(f"Ratio if S falls as 1/T^2: {ratio_variable:.4f} (no unit)")
print(f"Ratio of mass per volume: {ratio_volume:.4f} (no unit)")
print(f"Sideways temperature difference: {side_dT:.2f} K")
print(f"Flow number P: {P:.1f} (no unit)")
print(f"Mixing term P^2/362880: {P**2/362880.0:.4f} (no unit)")
print(f"Added drive P*side_dT/(720 h): {P*side_dT/(720*width):.3f} K/cm")
print(f"Largest convection speed: {max_speed:.2f} micrometre/s")
print(f"-d(ln c)/dz with convection, formula: "
      f"{slot_slope(side_dT):.5f} 1/cm")
print(f"-d(ln c)/dz with convection, eigenvalue: "
      f"{slopes_numeric[side_dT]:.5f} 1/cm")
print(f"End ratio with this convection: {ratio_slot:.4f} (no unit)")
print(f"End ratio at sideways difference {10*side_dT:.1f} K: "
      f"{ratio_slot_strong:.4f} (no unit)")
print(f"Solute Rayleigh number: {Ra_solute:.2f} (no unit)")
print(f"Thermal Rayleigh number: {Ra_heat:.2f} (no unit)")
print(f"Buoyancy change from solute: {100*Ra_solute/720:.2f} percent")
print(f"Buoyancy change from heat: {100*Ra_heat/720:.2f} percent")
print("finished without a failed check")
```

Output:

```
Soret coefficient: 0.0020 1/K
End-to-end temperature difference: 100 K
Cold and hot end temperatures: 523, 623 K
Column height: 2.0 cm
Slot width: 0.10 cm
Temperature gradient: 50.0 K/cm
Solute diffusivity: 2.0e-05 cm2/s
Kinematic viscosity: 2.5e-03 cm2/s
Heat diffusivity: 0.18 cm2/s
Thermal expansion coefficient: 1.0e-04 1/K
Solute density coefficient: 0.3 (no unit)
Gravity: 980.7 cm/s2
Mean solute mass fraction: 100.0 ppm
S times temperature difference: 0.200 (no unit)
Steady end ratio, formula: 1.2214 (no unit)
Steady end ratio, evolved: 1.2214 (no unit)
Same, wavy temperature and variable D: 1.2214 (no unit)
Linear estimate of ratio: 1.2000 (no unit)
Cold-end mass fraction: 110.33 ppm
Hot-end mass fraction: 90.33 ppm
Slowest relaxation time: 5.62 h
Ratio after 1 relaxation times: 1.1506 (no unit)
Ratio after 3 relaxation times: 1.2116 (no unit)
Ratio after 5 relaxation times: 1.2201 (no unit)
Finite-dilution shift of ratio: -0.0020 percent
Ratio if hot-end fraction is 0.1: 1.1949 (no unit)
Ratio if S falls as 1/T^2: 1.1828 (no unit)
Ratio of mass per volume: 1.2337 (no unit)
Sideways temperature difference: 0.10 K
Flow number P: 196.1 (no unit)
Mixing term P^2/362880: 0.1060 (no unit)
Added drive P*side_dT/(720 h): 0.272 K/cm
Largest convection speed: 3.15 micrometre/s
-d(ln c)/dz with convection, formula: 0.09091 1/cm
-d(ln c)/dz with convection, eigenvalue: 0.09091 1/cm
End ratio with this convection: 1.1994 (no unit)
End ratio at sideways difference 1.0 K: 1.0270 (no unit)
Solute Rayleigh number: 5.88 (no unit)
Thermal Rayleigh number: 1.09 (no unit)
Buoyancy change from solute: 0.82 percent
Buoyancy change from heat: 0.15 percent
finished without a failed check
```
